Detailed balance and the angular distribution of desorbing molecules

**1. What goes wrong with an assumed cosine law**

A detector on the surface normal measures the flux of desorbing molecules per solid angle, D(0). To obtain the total desorption rate one needs the angular distribution. If it is taken to be D(0) cosθ, integration over the hemisphere gives πD(0). For the model barrier treated in section 8 this is 1.17×10²¹ m⁻² s⁻¹, whereas the true total is 2.19×10²⁰ m⁻² s⁻¹. The rate is overestimated by a factor of 5.4.

The cosine law belongs to all molecules leaving a surface in equilibrium with a gas. Some of these have been scattered and others have desorbed, and neither group need follow the law separately. Detailed balance fixes the desorbed group through the sticking probability. Activation alone, however, does not make desorption forward-peaked: it matters which part of the energy helps a molecule over the barrier.

**2. Conventions and incident flux**

The gas is dilute and classical, with number density n, molecular mass m and temperature T; the surface has the same temperature. The polar angle θ is measured from the outward normal. A direction Ω = (θ, φ) points from the surface into the gas. An incident molecule comes from Ω; a desorbing one goes towards Ω. With this convention, reversing a velocity leaves Ω unchanged.

Let S(v,Ω) be the sticking probability at speed v, averaged over the equilibrium states of the surface. The Maxwell density in velocity space is

f(v) = (m/2πkT)^(3/2) exp(−mv²/2kT).

The number of molecules crossing unit area per unit time is their density times the normal velocity v cosθ. Since the velocity element is v² dv dΩ, the incident flux per unit speed and solid angle is

J(v,Ω) = n f(v) v³ cosθ.

For molecules with internal states, each state carries its Boltzmann weight. Below, S denotes the average over these states.

**3. Reciprocity of direct scattering**

Sticking needs a definition that survives time reversal. Call a molecule directly scattered if it returns to a distant plane in the gas within a chosen time τ; otherwise it has stuck. A reversed trajectory has the same duration, so the criterion is symmetric. Every outgoing molecule that was not directly scattered counts as desorbed. If there is a clear gap between collision times and residence times, the choice of τ within it is immaterial.

Consider the phase space of the molecule and the solid together. Let dσ be an element of all coordinates and momenta on the distant plane except the molecule's normal coordinate. In equilibrium the rate at which trajectories cross this element is

ρ |v_z| dσ, with ρ ∝ exp(−H/kT).

Follow a bundle of trajectories that enters during dt and later leaves. Its phase-space volume is |v_z| dσ dt on entry and |v_z′| dσ′ dt on exit. Liouville's theorem makes them equal. The total energy H is conserved, so ρ is also equal at the two ends. The bundle therefore carries the same rate in and out.

Now reverse all velocities. Without a magnetic field, H is unchanged, and each trajectory runs backwards. Let a be a class of incoming velocities, b a class of outgoing ones, and let a bar denote reversal. If R(a→b) is the probability of direct scattering, equality of the two rates reads

J(a) R(a→b) = J(b̄) R(b̄→ā).

At the distant plane the molecule does not interact with the solid, so ρ factorizes. This is why the rate can be written as an incident flux times a probability averaged over an equilibrium surface. The surface may exchange energy with the molecule; only the energy of the whole system had to be conserved.

**4. From reciprocity to the desorption flux**

The equilibrium velocity distribution is even, so the total outgoing flux in b equals the incoming flux in b̄. Subtracting the directly scattered part gives

D(b) = J(b̄) − Σ_a J(a) R(a→b).

Reciprocity replaces each term of the sum:

D(b) = J(b̄) − J(b̄) Σ_a R(b̄→ā).

The remaining sum runs over all outgoing classes. It is the total probability that a molecule arriving in b̄ is directly scattered, which is 1 − S(b̄). Hence

D(b) = J(b̄) S(b̄).

In the direction convention above,

D(v,Ω) = S(v,Ω) n f(v) v³ cosθ.

Equality of total incoming and outgoing fluxes would not suffice. Take two channels with unit incident flux, each its own reverse, and suppose that half the molecules arriving in channel 1 scatter into channel 2 while all others stick. Then S₁ = 1/2 and S₂ = 1. Total balance demands D₁ = 1 and D₂ = 1/2. The sums agree, but the channels are interchanged. Reciprocity forbids this one-way scattering and so secures the balance channel by channel.

**5. Average over speed**

Suppose that the detector records direction but not speed. With E = mv²/2 we have v² = 2E/m and v dv = dE/m, so v³ dv = 2E dE/m². Writing β = 1/kT,

D(Ω) = cosθ · n (m/2πkT)^(3/2) (2/m²) ∫₀^∞ S E e^(−βE) dE.

Define the thermal sticking probability at fixed direction by

S_T(Ω) = β² ∫₀^∞ S E e^(−βE) dE.

It is a normalized average, because β²∫E e^(−βE)dE = 1. Extracting (kT)² from the integral leaves the prefactor

n (m/2πkT)^(3/2) · 2(kT)²/m² = (1/π) n √(kT/2πm).

With p = nkT, the total incident flux is Φ = n√(kT/2πm) = p/√(2πmkT). Therefore

D(Ω) = (Φ/π) S_T(Ω) cosθ.

The directly scattered flux towards Ω is (Φ/π)(1 − S_T)cosθ. Added to D, it restores the cosine law for the total. A peaked desorption flux therefore creates no net directed flow in equilibrium: scattering is depleted where desorption is strong.

**6. When activation produces a forward peak**

Let c = cosθ, and suppose that the sticking probability depends on energy and angle through one combination,

S = s(E c^q).

For q = 2 the argument is the normal energy E cos²θ. For q = 0 it is the total translational energy. Values between them describe partial use of the parallel motion. This is a model assumption; detailed balance does not supply it.

Put w = E c^q. Then E dE = c^(−2q) w dw, and

S_T = β² c^(−2q) ∫₀^∞ s(w) w exp(−βw c^(−q)) dw.

Differentiate ln S_T with respect to ln c. The prefactor contributes −2q. The exponential contributes the average of qβw c^(−q), which is qβE. The weight in this average, s E e^(−βE), is the energy distribution of the molecules desorbing at θ. Their mean energy is called ⟨E⟩_θ, so

d ln S_T / d ln c = q(⟨E⟩_θ/kT − 2).

The factor cosθ in D adds one:

d ln D / d ln cosθ = 1 + q(⟨E⟩_θ/kT − 2).

The left side is the local cosine exponent. Within the model it holds at every angle below 90° where D is nonzero. An unselected equilibrium flux has mean energy 2kT. The excess over 2kT, multiplied by q, sets the departure from the cosine law.

If s rises with its argument and q > 0, then at each E the value s(E c^q) cannot increase as θ grows. The average S_T cannot increase either, so D/cosθ falls or stays level: desorption is forward-peaked wherever S_T actually varies. If s falls, the inequality is reversed and the distribution is broader than a cosine.

For q = 0 the exponent is one whatever the barrier. The molecules are nevertheless hot. At the normal c = 1, so s(E c^q) = s(E) for every q, and the mean energy there is the same as for normal-energy scaling. An activated process can thus give fast molecules with a cosine distribution. The correct condition for a forward peak, meaning a distribution sharper than the cosine, is that the thermally averaged sticking probability S_T be larger near the normal; activation in the normal energy is one way to achieve this.

The formula can also be read backwards. Let m from here on denote the exponent at the normal, no longer the molecular mass. If m and the mean energy at the normal are both known, then

q = (m − 1)/(⟨E⟩₀/kT − 2),

provided that the one-combination model holds and ⟨E⟩₀ differs from 2kT.

**7. A sharp barrier in the normal energy**

Let s be zero below E₀ and one above it, with q = 2. At angle θ a molecule needs E > E₀/cos²θ. Define

ε = E₀/kT, x = ε/cos²θ, t = E/kT.

Integration by parts gives

S_T = ∫ₓ^∞ t e^(−t) dt = (1 + x)e^(−x).

The numerator of the mean energy contains one more power of t:

∫ₓ^∞ t² e^(−t) dt = (x² + 2x + 2)e^(−x).

Dividing,

⟨E⟩_θ = kT (x² + 2x + 2)/(1 + x) = kT[2 + x²/(1 + x)].

The local exponent is therefore 1 + 2x²/(1 + x), and at the normal

m = 1 + 2ε²/(1 + ε).

For ε → 0 it tends to one, the cosine law. For ε ≫ 1 it approaches 2ε − 1, because ε²/(1+ε) = ε − 1 + 1/(1+ε). At fixed E₀, cooling sharpens the peak while reducing the sticking probability.

The normalized distribution follows from 1/cos²θ − 1 = tan²θ:

D(θ)/D(0) = cosθ · [(1 + ε/cos²θ)/(1 + ε)] exp(−ε tan²θ).

Near the normal, ln cosθ ≈ −θ²/2, so D/D(0) ≈ 1 − mθ²/2, as for cos^mθ. At larger angles x grows, and the local exponent grows with it, since x²/(1+x) increases with x. The true distribution therefore falls below cos^mθ. An exponent fitted over a wide range of angles is not the exponent at the normal.

For the total flux, dΩ = 2π sinθ dθ after integration over φ. With y = cos²θ, 2 cosθ sinθ dθ = −dy, and

∫D dΩ = Φ ∫₀¹ (1 + ε/y)e^(−ε/y) dy.

The integrand is the derivative of y e^(−ε/y), which vanishes at y = 0. Hence the total is

∫D dΩ = Φ e^(−ε).

The energy flux is obtained in the same way:

Φ kT ∫₀¹ (2 + 2ε/y + ε²/y²)e^(−ε/y) dy = Φ kT(2 + ε)e^(−ε),

because the integrand is the derivative of (2y + ε)e^(−ε/y). The mean energy over the hemisphere is 2kT + E₀. Of this, kT belongs to the two parallel motions. The normal energy has flux distribution e^(−βE_n) above E₀ and supplies E₀ + kT.

**8. Worked example**

Take the round parameters T = 800 K, p = 1 Pa, molecular mass 30 u and E₀ = 0.30 eV. They represent no named surface. Then kT = 0.06894 eV and

ε = 0.30/0.06894 = 4.352.

The incident flux is Φ = 1.701×10²² m⁻² s⁻¹. Multiplication by e^(−ε) = 0.01288 gives the total desorption flux 2.19×10²⁰ m⁻² s⁻¹. At the normal,

S_T(0) = (1 + 4.3517) × 0.012885 = 0.06896,

D(0) = (1.701×10²²/π) × 0.06896 = 3.73×10²⁰ m⁻² s⁻¹ sr⁻¹.

The ratio πD(0)/(Φe^(−ε)) is 1 + ε = 5.35, which is the error factor quoted in section 1. The exponent at the normal is

m = 1 + 2 × 4.352²/5.352 = 8.08.

The flux falls to half its maximum at 22.5°, compared with 60° for a cosine. At 30° the ratio D/D(0) is 0.258, while cos^mθ gives 0.313. At 45° the values are 0.0165 and 0.0609. At 60°, the thermal sticking probability is 5.07×10⁻⁷, so

D(60°)/D(0) = 0.5 × 5.07×10⁻⁷/0.06896 = 3.7×10⁻⁶.

The single power gives 3.7×10⁻³, too large by a factor of about 1000. The local exponent has risen from 8.1 to 33.9.

The mean energy is 0.382 eV at the normal and 1.27 eV at 60°. The few molecules leaving obliquely are faster because the same threshold in normal energy requires a larger total energy at a larger angle. Over the hemisphere the mean is 0.438 eV = 2kT + E₀, against 0.138 eV for the unselected equilibrium flux.

At the normal ⟨E⟩₀/kT − 2 = 0.3818/0.06894 − 2 = 3.54. The same sharp barrier with a different use of parallel energy would give

q = 0: exponent 1.00
q = 1: exponent 1 + 3.54 = 4.54
q = 2: exponent 1 + 2 × 3.54 = 8.08.

All three cases have the same threshold E₀, and the same sticking probability and mean energy at the normal. The difference in angular distribution comes from q alone. The totals over the hemisphere differ: for q = 0 the total is Φ(1 + ε)e^(−ε), and the sticking probability has an apparent activation energy kTε²/(1 + ε) = 0.244 eV, whereas for q = 2 the total is Φe^(−ε) and the activation energy is 0.30 eV.

A sharp threshold is an idealization. Replace it by

s(E_n) = ½{1 + erf[(E_n − E₀)/W]}, W = 0.10 eV.

The mean energy at the normal drops to 0.329 eV, and the exponent to 2 × 0.3293/0.06894 − 3 = 6.55. Molecules with normal energy below E₀ can now stick, with a probability below one half, and the Boltzmann factor favours them. By detailed balance they also appear in the desorbing flux. A threshold read from a peak width with the sharp-barrier formula would be too low in this case, since m increases with ε.

**9. The opposite case: trapping that falls with energy**

In non-activated trapping a fast molecule may fail to lose enough energy to stay. A simple model is s = exp(−E_n/E_c). With q = 2,

S_T = β² ∫₀^∞ E exp[−E(β + cos²θ/E_c)] dE = (1 + a cos²θ)^(−2), a = kT/E_c.

The energy distribution has the same form E e^(−γE), with γ = β + cos²θ/E_c, so its mean is 2/γ:

⟨E⟩_θ = 2kT/(1 + a cos²θ).

The molecules desorb colder than the equilibrium flux. The exponent at the normal is

m = 1 + 2[2/(1 + a) − 2] = 1 − 4a/(1 + a).

For E_c = 0.30 eV and T = 800 K, a = 0.230. Then m = 0.25 and ⟨E⟩₀ = 0.112 eV, below 2kT = 0.138 eV. The distribution is broader than a cosine. If a exceeds 1/3, m is negative and the desorption flux has a local minimum at the normal.

**10. A trajectory test of the balance**

The angular balance was tested on a barrier for which neither normal-energy nor total-energy scaling was imposed. Classical molecules move in three dimensions over a static barrier of mean height term 2 kT, corrugated along both surface directions. The potential on the inner side is lower by 0.5 kT. In this test, sticking means reaching an inner plane; reversal preserves this criterion too, so sections 3 and 4 apply with it in place of τ.

One set of trajectories starts from the gas. Another starts as an equilibrium flux at the inner plane, where the density is larger by e^0.5. The sticking and desorbing fluxes are then compared without an adjustable factor. Because cosθ dΩ = −π d(cos²θ) after integration over φ, each of five equal intervals of cos²θ receives one fifth of the incident flux.

In units of the total incident flux, the interval nearest the normal gives 0.0835 for sticking and 0.0857 for desorption, with a standard error of 0.0014 for the difference. For cos²θ between 0.2 and 0.4 the values are 0.0056 and 0.0052, with a standard error of 0.0004. Both fluxes are strongly peaked. The total outgoing flux lies between 0.1997 and 0.2024 in every interval, close to the required 0.2.

The asserted limit for these interval comparisons is 4.5 standard errors. Summed over angle, sticking is 0.1753 and desorption 0.1796. Their difference, 0.0043, is about two standard errors if the interval errors are combined in quadrature: compatible with balance, but not a precise confirmation. The most grazing interval contains only a handful of successful trajectories and tests little by itself. The mean energies, 3.69 kT for sticking and 3.67 kT for desorption, differ by about 0.02 kT, comparable to the standard error of the difference.

Since the barrier is static, this calculation tests the balance with coupling between normal and parallel motion, and only for a weak corrugation. The result stays close to normal-energy scaling: a flat sharp barrier with ε = 1.73 gives, from y e^(−ε/y) of section 7, 0.085 for the interval nearest the normal and 0.0053 for cos²θ between 0.2 and 0.4. Strong corrugation is not probed. It does not test energy exchange with a vibrating solid; for that the argument of section 3 carries the proof. The full table is in the numerical output.

**11. Desorption into vacuum and the limits of the result**

Removing the gas removes the incident and scattered molecules. The desorption flux keeps its equilibrium form if the adsorbed layer keeps its equilibrium distribution at the same temperature and coverage, and if the emission rate depends only on that state. Then p in Φ is the pressure that would maintain this coverage in equilibrium, not the pressure in the vacuum chamber. The sticking probability must also refer to this coverage.

The condition can fail when desorption is faster than energy exchange or diffusion within the layer. It can also fail during vapour deposition, if a surface reaction forms a product that leaves before it equilibrates. The product then remembers how it was formed, and sticking data for an equilibrated surface do not determine its distribution.

A sticking probability measured with a gas at another temperature cannot simply be inserted as S_T. One needs S(v,Ω) for the surface at the desorption temperature, including the relevant internal states, and must average it with the Maxwell flux at that temperature. For the barrier above, most of the desorbing flux comes from energies that are rare in the incident gas. The sticking probability around and below the nominal threshold therefore matters: in the smooth-threshold example, molecules with energies below E₀ supply about 42% of the desorption flux at the normal.

Numbers as computed

```
TRAJECTORIES (kT = mass = 1)
mean barrier term 2.00 kT, inner well 0.50 kT
corrugation amplitude 0.30 kT along x and y
trajectories: gas 80000, inner plane 140000
largest unresolved fraction 0.0e+00
rms energy error 1.8e-05 kT
fluxes / total incident flux, by cos^2(theta) interval:
interval   sticking  desorbing  std.err.diff  total out
0.0-0.2    0.00003   0.00002    0.00002       0.1998
0.2-0.4    0.00556   0.00524    0.00036       0.1997
0.4-0.6    0.02860   0.02906    0.00083       0.2016
0.6-0.8    0.05769   0.05954    0.00116       0.2008
0.8-1.0    0.08345   0.08572    0.00138       0.2024
sum: sticking 0.1753, desorbing 0.1796
mean energy sticking 3.687 kT
mean energy desorbing 3.666 kT
standard error of energy difference 0.017 kT
WORKED EXAMPLE
T = 800 K, p = 1.0 Pa, mass = 30 u
E0 = 0.30 eV, kT = 0.06894 eV, E0/kT = 4.3517
incident flux = 1.7007e+22 m^-2 s^-1
thermal sticking exp(-E0/kT) = 0.01288
total desorbing flux = 2.1914e+20 m^-2 s^-1
normal desorbing flux = 3.7330e+20 m^-2 s^-1 sr^-1
S_T at normal = 0.06896
exponent m at normal, sharp barrier = 8.077
half-maximum angle = 22.47 deg (cosine law: 60 deg)
theta/deg  S_T        D/D(0)    cos^m     exponent  <E>/eV
   0       6.896e-02  1.00000   1.00000     8.08    0.3818
  15       5.340e-02  0.74799   0.75577     8.68    0.4026
  30       2.055e-02  0.25806   0.31292    10.90    0.4791
  45       1.611e-03  0.01652   0.06085    16.61    0.6760
  60       5.074e-07  0.00000   0.00370    33.92    1.2727
mean energy, whole hemisphere = 0.4379 eV
mean energy of equilibrium flux 2kT = 0.1379 eV
smooth threshold: width 0.10 eV, m = 6.554
smooth threshold: <E> at normal = 0.3293 eV
sharp barrier, scaling q = 0: exponent at normal = 1.000
sharp barrier, scaling q = 1: exponent at normal = 4.539
sharp barrier, scaling q = 2: exponent at normal = 8.077
falling trapping: scale 0.30 eV, m = 0.253
falling trapping: <E> at normal = 0.1121 eV
```
